# Why co-dosed precursors competing for single sites keep a fixed ratio

Two precursor vapours, A and B, enter a reactor together and react with the same groups on a surface, for example the hydroxyl groups of an oxide. Each molecule that reacts exchanges a ligand with the surface and occupies one site for good. A longer pulse fills more sites, and every filled site leaves fewer for the molecules that follow. One might expect the faster precursor to take the early sites and the slower one to catch up later, so that the composition would depend on the pulse length. Under stated conditions it does not: exposure decides how many sites are filled, while the gas decides in what proportion.

## The rate of each reaction

Let $\theta_A$ and $\theta_B$ be the fractions of sites holding A and B. Each adsorbed molecule uses one site, so the vacant fraction is

$$v=1-\theta_A-\theta_B .$$

A gas of species $i$ with pressure $p_i$, molecular mass $m_i$ and temperature $T$ has number density $n_i=p_i/k_BT$. Molecules with velocity component $u>0$ towards the surface strike it at the rate $n_iu$ per unit area. Averaging over the Maxwell distribution gives the impact flux

$$J_i=n_i\int_0^\infty u\,\sqrt{\frac{m_i}{2\pi k_BT}}\;e^{-m_iu^2/2k_BT}\,du .$$

The integral of $u\,e^{-m_iu^2/2k_BT}$ is $k_BT/m_i$. Therefore

$$J_i=\frac{p_i}{k_BT}\sqrt{\frac{k_BT}{2\pi m_i}}=\frac{p_i}{\sqrt{2\pi m_ik_BT}} .$$

Let $N$ be the number of sites per unit area and $s_i$ the probability that an impact on a vacant site leads to reaction. Each site receives $J_i/N$ impacts per unit time, so a vacant site reacts with species $i$ at the rate

$$k_ip_i=\frac{s_iJ_i}{N},\qquad k_i=\frac{s_i}{N\sqrt{2\pi m_ik_BT}} .$$

Here $k_i$ is a rate constant per unit pressure. In what follows, $k_B$ multiplying $T$ is Boltzmann's constant, while $k_B$ multiplying $p_B$ is the rate constant of precursor B. The pressure is the one at the surface, which may differ from that at the inlet.

## Why the ratio is fixed

Only vacant sites react, and nothing leaves the surface. The balances are

$$\frac{d\theta_A}{dt}=k_Ap_A\,v,\qquad \frac{d\theta_B}{dt}=k_Bp_B\,v .$$

The vacancy factor is the same in both, because A and B need the same thing: one vacant site of one kind. Dividing the first equation by the second removes it:

$$\frac{d\theta_A}{d\theta_B}=\frac{k_Ap_A}{k_Bp_B}\equiv r .$$

Suppose that the temperature and the ratio $p_A/p_B$ are constant; the total pressure may still vary. Then $r$ is constant, and integration from coverages $\theta_{A0}$ and $\theta_{B0}$ gives

$$\theta_A-\theta_{A0}=r\,(\theta_B-\theta_{B0}) .$$

The added amounts are always in the ratio $r$. If the surface starts bare, so are the coverages themselves:

$$\boxed{\frac{\theta_A}{\theta_B}=\frac{k_Ap_A}{k_Bp_B}}$$

at every non-zero exposure. Crowding slows both reactions by the same factor, so it cannot favour either. The slower precursor has no chance to catch up, because nothing it could catch up on becomes available to it alone.

The same cancellation covers a by-product X that merely occupies vacant sites. The vacancy becomes $v=1-\theta_A-\theta_B-\theta_X$, but it remains common to both equations. The by-product lowers the total uptake without changing the ratio.

## What exposure does control

Let $p=p_A+p_B$ be the total pressure, $x_i=p_i/p$ the constant gas fractions, and $E=\int_0^tp\,dt'$ the total exposure. Adding the two balances gives

$$\frac{dv}{dt}=-(k_Ap_A+k_Bp_B)\,v=-\kappa p\,v,\qquad \kappa=x_Ak_A+x_Bk_B .$$

Since $dE=p\,dt$, this is $dv/dE=-\kappa v$. With $v=1$ at the start, $v=e^{-\kappa E}$. Each balance then reads $d\theta_i/dE=x_ik_i\,e^{-\kappa E}$, and integration gives

$$\theta_i=\phi_i\left(1-e^{-\kappa E}\right),\qquad \phi_i=\frac{x_ik_i}{\kappa} .$$

The bracket is the filled fraction, common to both species. The shares satisfy $\phi_A+\phi_B=1$ and $\phi_A/\phi_B=r$. For $\kappa E\ll1$ the coverages are $x_ik_iE$, proportional to exposure. For $\kappa E\gg1$ they approach $\phi_i$. The ratio is $r$ in both limits and between them.

## The same result seen from one site

A vacant site waits for the first successful reaction. Write $a=k_Ap_A$ and $b=k_Bp_B$, constant for simplicity. The site is still vacant at time $t$ with probability $e^{-(a+b)t}$. The probability that A takes it between $t$ and $t+dt$ is $a\,e^{-(a+b)t}dt$, and for B it is $b\,e^{-(a+b)t}dt$. Given that the site is filled in that interval, the winner is A with probability

$$\frac{a}{a+b}=\phi_A ,$$

whatever the value of $t$. Sites filled early and late therefore have the same expected composition, and irreversibility preserves the record. The composition reflects a race between rates, not the relative stability of the two products.

This also shows that Langmuir kinetics is not essential. Suppose that a molecule blocks the two neighbouring sites on a long ring, equally for A and B. A site is then available when it and both neighbours are empty. Availability now depends on the arrangement of molecules, but each available site still chooses A with probability $\phi_A$.

The total coverage does change. Let $\tau=(a+b)t$, and let $G_n$ be the probability that $n$ given consecutive sites are empty. For $n\ge2$, each of the $n-2$ inner sites can be filled at unit rate in $\tau$, while each of the two end sites also needs its outer neighbour empty:

$$\frac{dG_n}{d\tau}=-(n-2)G_n-2G_{n+1} .$$

Insert $G_n=e^{-(n-2)\tau}g(\tau)$. The terms in $n-2$ cancel, leaving $g'=-2e^{-\tau}g$. With $g(0)=1$ this gives $g=e^{-2(1-e^{-\tau})}$. Filling a site requires three empty sites in a row, so $d\theta/d\tau=G_3=e^{-\tau}g$. With $y=1-e^{-\tau}$ and $dy=e^{-\tau}d\tau$,

$$\theta=\int_0^{y}e^{-2y'}dy'=\tfrac12\left[1-e^{-2(1-e^{-\tau})}\right] .$$

Fewer than half the sites are filled in the end, yet the expected shares of A and B are unchanged.

## Numbers for a typical dosing regime

Take round model parameters: 500 K, $N=2$ nm$^{-2}$, and

- A: 1 mTorr, 400 g/mol, $s_A=0.01$;
- B: 2 mTorr, 250 g/mol, $s_B=0.002$.

The impact fluxes are 785.5 and 1987.1 nm$^{-2}$ s$^{-1}$. The rates per vacant site follow:

$$a=\frac{0.01\times785.5}{2}=3.93\ \text{s}^{-1},\qquad b=\frac{0.002\times1987.1}{2}=1.99\ \text{s}^{-1} .$$

Their ratio is $r=1.976$. The factors $N$ and $\sqrt{T}$ cancel, which shows where it comes from:

$$r=\frac{s_A}{s_B}\,\frac{p_A}{p_B}\sqrt{\frac{m_B}{m_A}}=5\times0.5\times\sqrt{0.625}=1.976 .$$

B strikes the surface more often, but A is five times as likely to react on impact. The shares are $\phi_A=0.664$ and $\phi_B=0.336$, and $\kappa=(3.927+1.987)/3=1.971$ mTorr$^{-1}$ s$^{-1}$.

Now let both pressures rise together as $1-e^{-t/\tau_r}$, with $\tau_r=0.10$ s. Direct integration of the balances gives:

| Exposure (mTorr s) | $\theta_A$ | $\theta_B$ | Ratio |
|---:|---:|---:|---:|
| 0.032 | 0.041 | 0.021 | 1.976 |
| 0.341 | 0.325 | 0.164 | 1.976 |
| 1.202 | 0.602 | 0.305 | 1.976 |
| 5.700 | 0.664 | 0.336 | 1.976 |

The filled fraction grows from 6% to practically 100% while the ratio stays put. The gradual rise in pressure does no harm because both gases share it.

A simulation of individual impacts on 40,000 sites tests the argument without using the rate equations. Each impact receives a species according to the fluxes, strikes a random site, and reacts with probability $s_i$ if the site is available. After 0.05, 0.20 and 0.80 s, without blocking, the ratios are 1.988, 1.981 and 1.982. The share of A among the sites filled in the three successive intervals is 0.665, 0.664 and 0.665, against the predicted 0.664. With equal neighbour blocking, the final filled fraction falls from 0.991 to 0.431, but the ratio is 1.998. All the shares agree with $\phi_A$ within four standard deviations of the sampling, the criterion set for the test.

## Where the law fails, and by how much

Each case below breaks one assumption and keeps the other parameters of the example.

**One gas arrives late.** Let A flow alone for a time $\delta$ at constant pressure before B joins it. A leaves a vacant fraction $e^{-a\delta}$, and B later takes its share of that remainder. At saturation

$$\theta_B=\phi_B\,e^{-a\delta},\qquad \theta_A=1-\theta_B .$$

For $\delta=0.05$ s, $a\delta=0.196$ and $\theta_B=0.336\times0.822=0.276$. The ratio is 2.62, which is 33% above $r$. The relation for added amounts shows how it evolves: $\theta_A/\theta_B=r+(1-e^{-a\delta})/\theta_B$. It starts very high and falls as B accumulates, but does not return to $r$, because the early A stays in place.

**B needs two sites.** In a mean-field description, which treats the vacancies of neighbouring sites as independent, B now reacts at the rate $bv^2$, while A still reacts at $av$. The vacancy is $v=1-\theta_A-2\theta_B$, so

$$\frac{dv}{dt}=-av-2bv^2,\qquad \frac{d\theta_A}{dv}=\frac{av}{-av-2bv^2}=-\frac{a}{a+2bv} .$$

Integrating from $v=1$ to $v=0$ gives

$$\theta_A=\int_0^1\frac{a\,dv}{a+2bv}=\frac{a}{2b}\ln\left(1+\frac{2b}{a}\right),\qquad \theta_B=\frac{1-\theta_A}{2} .$$

Here $\theta_B$ counts molecules per site. The result is $\theta_A=0.691$, $\theta_B=0.155$ and a ratio of 4.47, or 2.3 times $r$. On an actual lattice neighbouring vacancies are correlated: the same rates give 4.29 on a ring and about 4.4 on a square lattice. The mean-field formula is poor for $b\gg a$, where B leaves isolated vacancies that only A can fill. The vacancy factors no longer cancel: $d\theta_A/d\theta_B=a/(bv)$ starts at $r$ and grows as pairs of vacant sites become scarce. When $b\ll a$, expanding the logarithm to second order gives $\theta_A\approx1-b/a$ and $\theta_B\approx b/2a$. The saturated ratio is then about $2a/b$, twice the single-site value. Even a minor component is thus misjudged by a factor of two.

**B is slowly lost.** Let B desorb at rate $d$ and be replaced directly by A at rate $w$, both much slower than filling. Near saturation, desorption creates vacancies at the rate $d\,\theta_B$, and they are refilled at once with shares $\phi_A$ and $\phi_B$. The part refilled by B is no net loss, so

$$\frac{d\theta_B}{dt}\approx-d\,\theta_B+\phi_Bd\,\theta_B-w\,\theta_B=-(\phi_Ad+w)\,\theta_B .$$

Assume a desorption barrier of 1.6 eV with a prefactor of $10^{13}$ s$^{-1}$, and a replacement probability of $10^{-6}$ per impact of A. These give $d=7.5\times10^{-4}$ s$^{-1}$ and $w=3.9\times10^{-4}$ s$^{-1}$, hence a net loss rate of $8.9\times10^{-4}$ s$^{-1}$. After 2 s under constant gas flow the ratio is 1.981, only 0.2% above $r$. After 600 s it is 4.07. Once the surface is filled, and while the loss is still small, the ratio exceeds $r$ by about the fraction $(\phi_Ad+w)\,[t-1/(a+b)]/\phi_A$. For $t\ll1/(a+b)$ the excess is $(\phi_Ad+w)t/2\phi_A$. Independence of exposure thus holds in a window: the pulse must be short compared with $\phi_A/(\phi_Ad+w)$, about 750 s here. The window equals $1/(d+w/\phi_A)$, the fraction $\phi_A$ of the net decay time $1/(\phi_Ad+w)$ of $\theta_B$. It does not shrink when A is made minor by lowering $p_A$, because $w$ falls with $p_A$: at one tenth of the pressure of A it is about 1000 s. The desorption rate depends exponentially on the barrier, so this window must be established for each chemistry.

**The gas changes composition inside a hole.** Consider a cylindrical hole of diameter $D$ and length $L$ in which molecules collide with the walls rather than with each other. With diffuse reflection and small $s_i$, the Knudsen diffusivity is $D\bar u_i/3$, where $\bar u_i$ is the mean speed, and the wall receives $n_i\bar u_i/4$ impacts per unit area. The gas profile adjusts quickly compared with wall filling. The balance over a slice at depth $z$ is then

$$\frac{D\bar u_i}{3}\,\frac{\pi D^2}{4}\,\frac{d^2n_i}{dz^2}=\pi D\,s_iv\,\frac{n_i\bar u_i}{4}
\quad\Rightarrow\quad \frac{d^2n_i}{dz^2}=\frac{3s_iv}{D^2}\,n_i .$$

The mean speed cancels, so depletion depends on the reaction probability and not on the mass. For bare walls, $v=1$, and a closed, unreactive bottom where $dn_i/dz=0$, the solution is a hyperbolic cosine measured from the bottom. It gives

$$\frac{p_i(L)}{p_i(0)}=\frac{1}{\cosh\left(\sqrt{3s_i}\,L/D\right)} .$$

For $L/D=10$ the initial pressures at the bottom are 0.343 (A) and 0.760 (B) of those at the mouth. If the pressures just inside the mouth equal those outside, the first molecules deposited at the bottom have the ratio $1.976\times0.343/0.760=0.892$. The flow resistance of the entrance, neglected here, depletes A more than B and lowers this ratio somewhat further. As the walls fill, depletion weakens and later deposits contain more A. Within this diffusion model, numerical integration gives a saturated ratio of 1.28 to 1.29 at the bottom, depending on grid and time step, still 35% below $r$, since the early deposits are kept. The neglected entrance resistance lowers this value somewhat as well. The law holds locally at each instant, with the local pressures, but the composition of the film varies with depth whenever $s_A\neq s_B$. For $s_A=s_B$ both gases are depleted alike and the ratio is $r$ at every depth.

**The sites are not identical.** Let a fraction $f_j$ of the sites belong to class $j$, with rates $a_j$ and $b_j$. Applying the single-class result to each class, the overall ratio is $\sum_jf_ja_j/\sum_jf_jb_j$ at small exposure and

$$\frac{\sum_jf_j\,a_j/(a_j+b_j)}{\sum_jf_j\,b_j/(a_j+b_j)}$$

at saturation. Early on, fast classes count most; at the end, each class counts by its number of sites. The two ratios agree if $a_j/b_j$ is the same for all classes, even when the classes fill at different speeds. Otherwise they generally differ.

## Comparison with real surfaces

The example is meant to resemble thermal atomic layer deposition on a hydroxylated oxide. A temperature near 500 K, partial pressures of millitorr and above, pulses from tenths of a second to seconds, and a few adsorbed molecules per nm$^2$ are ordinary rough values. Reaction probabilities vary by orders of magnitude between chemistries; the two used here are choices, as are the desorption barrier and the replacement probability. The model also neglects reactions between A and B in the gas. The assumption most exposed to doubt is that of a single site: a precursor with several ligands can react with one hydroxyl group or with two, and a bulky one can cover neighbouring sites. If B needs two sites and A one, the mean-field estimate moves the ratio from 1.98 to 4.47.

## What to do about it

To set a composition, change the gas ratio, not the pulse length. For a target coverage ratio $R$, the boxed result gives

$$\frac{p_A}{p_B}=R\,\frac{k_B}{k_A},$$

where $k_B$ here is the rate constant of precursor B. Equal coverages in the example require $p_A/p_B=0.9936/3.9274=0.253$, about one part A to four parts B. This rule assumes a bare start, constant composition at the surface, single-site irreversible reaction, a pulse short enough for losses to be negligible, and rates of A and B that depend on coverage through one common factor. The last condition fails if site classes differ in $a_j/b_j$, if one precursor needs more free room around its site, or if only one of them can migrate in a weakly bound state to find a vacancy. Within those conditions, a pulse long enough to saturate the surface makes the total uptake insensitive to timing as well.

Start both gases together, or mix them before the valve. If B is late by $\delta$, the saturated ratio found above is $e^{a\delta}/\phi_B-1=r+(e^{a\delta}-1)/\phi_B$. For a short delay it exceeds $r$ by the fraction $a\delta/(r\phi_B)=a\delta/\phi_A=(a+b)\delta$. The delay must therefore be small compared with $1/(a+b)$, the time in which both gases together fill about 63% of a bare surface. If the pulse ends before saturation, the delay must also be small compared with the time for which both gases flow. In deep features, keep $\sqrt{3s_i}\,L/D$ small for both gases where possible. If it is not small and $s_A\neq s_B$, a longer pulse can complete the coverage but does not erase the composition gradient already laid down.

Measuring composition at several exposures, with the gas ratio and temperature fixed, is a useful diagnostic. A constant ratio is consistent with the law. A ratio that falls towards a plateau suggests that A arrived first or that the fastest-filling sites favour A. One that rises during filling suggests that B needs more sites, that the fastest-filling sites favour B or, at the bottom of a hole, that A was depleted. One that keeps rising after saturation points to loss or replacement of B. Each signature has a mirror image with A and B exchanged: the ratio also rises if B arrived first, and falls if A needs more sites or B was depleted. These signatures can overlap, so a flat-surface measurement should come first, to remove transport inside the feature. It does not remove transport in the reactor: in a carrier gas near 1 Torr, or with a dose comparable to the number of sites, the more reactive gas is depleted above a flat surface too, and the ratio drifts with exposure. The numerical output below gives values for every case except that of non-identical sites.

## Values computed for the example and the checks

```
Temperature: 500 K; sites: 2.0 nm^-2
A: pressure 1.0 mTorr, molar mass 400 g/mol, s = 0.010
A: impact flux 785.5 nm^-2 s^-1
A: k = 3.9274 mTorr^-1 s^-1, k p = 3.9274 s^-1, share = 0.6640
B: pressure 2.0 mTorr, molar mass 250 g/mol, s = 0.002
B: impact flux 1987.1 nm^-2 s^-1
B: k = 0.9936 mTorr^-1 s^-1, k p = 1.9871 s^-1, share = 0.3360
Predicted coverage ratio A/B: 1.9764
kappa: 1.9715 mTorr^-1 s^-1
Gas ratio pA/pB for equal coverages: 0.2530
Pulse pressure rise time: 0.10 s
Pulse 0.05 s, exposure 0.0320 mTorr s: A 0.0405, B 0.0205, A/B 1.9764
Pulse 0.20 s, exposure 0.3406 mTorr s: A 0.3247, B 0.1643, A/B 1.9764
Pulse 0.50 s, exposure 1.2020 mTorr s: A 0.6019, B 0.3046, A/B 1.9764
Pulse 2.00 s, exposure 5.7000 mTorr s: A 0.6640, B 0.3360, A/B 1.9764
Simulation: 40000 sites
Simulation 0.05 s, no blocking: filled 0.2544, A/B 1.988
Simulation 0.05 s, equal blocking: filled 0.1997, A/B 1.990
  A share of fillings since last snapshot, no blocking: 0.6653
Simulation 0.20 s, no blocking: filled 0.6905, A/B 1.981
Simulation 0.20 s, equal blocking: filled 0.3741, A/B 1.997
  A share of fillings since last snapshot, no blocking: 0.6641
Simulation 0.80 s, no blocking: filled 0.9910, A/B 1.982
Simulation 0.80 s, equal blocking: filled 0.4311, A/B 1.998
  A share of fillings since last snapshot, no blocking: 0.6650
B late by 0.05 s: saturated A/B 2.622
B needs two sites: saturated A 0.6909, B 0.1546 per site, A/B 4.469
B desorption: barrier 1.6 eV, prefactor 1e+13 s^-1, rate 7.46e-04 s^-1
Replacement of B by A: probability 1e-06 per impact, rate 3.93e-04 s^-1
Net slow loss rate of B: 8.88e-04 s^-1
With desorption and replacement, 2 s: A/B 1.981
With desorption and replacement, 600 s: A/B 4.070
Hole aspect ratio: 10
Initial bottom/mouth pressure: A 0.343, B 0.760
Hole bottom A/B: first 0.892, saturated 1.282
```
